# Nucleation Barrier of a Solid Cap on a Flat Substrate

A solder joint does not freeze at the melting temperature $T_m$. The melt must first be undercooled far enough for a small solid nucleus to form and grow. This problem compares a nucleus inside the melt with one that sits on the pad.

**Setting.** The melt has uniform temperature $T=T_m-\Delta T$ and fixed pressure. The solid–melt interface has energy $\gamma$ per area, independent of direction and curvature. The substrate is flat, rigid and inert. Its energy per area is $\gamma_{sm}$ under melt and $\gamma_{ss}$ under solid, and we write

$$m=\frac{\gamma_{sm}-\gamma_{ss}}{\gamma},\qquad -1<m<1 .$$

Strain, the density change on freezing and any energy of the contact line are left out. $G$ denotes the free energy of the system with a nucleus minus that without one. The contact angle $\theta$ is measured through the solid nucleus, with melt outside it. It is a different quantity from the angle at which liquid solder spreads on a pad.

## (a) Driving force and barrier in the bulk

*Find the free energy $\Delta g$ released per volume on freezing, and the barrier for a spherical nucleus inside the melt.*

**Solution.** Let $L$ be the latent heat per volume and $\Delta s$ the entropy lost per volume on freezing, both taken as independent of temperature. Then $\Delta g=L-T\Delta s$. At $T_m$ the phases are in equilibrium, so $0=L-T_m\Delta s$ and $\Delta s=L/T_m$. Hence

$$\Delta g=L\left(1-\frac{T}{T_m}\right)=\frac{L\,\Delta T}{T_m}.$$

A sphere of radius $R$ costs surface energy and gains volume energy:

$$G_{\rm sph}(R)=4\pi R^2\gamma-\frac{4\pi}{3}R^3\Delta g .$$

The derivative $8\pi R\gamma-4\pi R^2\Delta g$ vanishes at

$$R^*=\frac{2\gamma}{\Delta g}.$$

The second derivative there is $8\pi\gamma-8\pi R^*\Delta g=-8\pi\gamma<0$, so this is a maximum. Smaller nuclei lower their energy by melting, larger ones by growing. Using $R^*\Delta g=2\gamma$ in the volume term,

$$W_{\rm hom}=4\pi R^{*2}\gamma\left(1-\frac23\right)=\frac{4\pi}{3}\gamma R^{*2}=\frac{16\pi\gamma^3}{3\,\Delta g^2}.$$

## (b) Shape of the free surface

*Show that the free surface of an axially symmetric critical nucleus on the substrate is part of a sphere.*

**Solution.** Move the free surface outward by a small distance $\delta n$. An element $dA$ then gains area $(\kappa_1+\kappa_2)\,\delta n\,dA$, where $\kappa_1,\kappa_2$ are the principal curvatures, and the solid gains volume $\delta n\,dA$. For $G$ to be stationary under every such displacement,

$$\gamma(\kappa_1+\kappa_2)=\Delta g .$$

Follow the profile from its top along the arc length $s$. Let $r$ be the distance from the axis and $\psi$ the downward slope angle, so that $dr/ds=\cos\psi$. The curvatures are $d\psi/ds$ along the profile and $\sin\psi/r$ around the axis. Therefore

$$\frac{d\psi}{ds}+\frac{\sin\psi}{r}=\frac{\Delta g}{\gamma}.$$

Multiply by $r\cos\psi=r\,dr/ds$. The left side becomes $r\cos\psi\,d\psi/ds+\sin\psi\cos\psi=d(r\sin\psi)/ds$, so

$$\frac{d}{ds}(r\sin\psi)=\frac{\Delta g}{\gamma}\,r\frac{dr}{ds}
\quad\Rightarrow\quad r\sin\psi=\frac{\Delta g}{2\gamma}r^2+C .$$

At the top $r=0$, which gives $C=0$ and $\sin\psi/r=\Delta g/2\gamma=1/R^*$. Putting this back into the curvature equation,

$$\frac{d\psi}{ds}=\frac{2}{R^*}-\frac{1}{R^*}=\frac1{R^*}.$$

The profile has constant curvature and is an arc of a circle of radius $R^*$ centred on the axis. The argument also holds beyond the equator, where $\psi>90^\circ$.

If the volume is held fixed instead, a Lagrange multiplier takes the place of $\Delta g$. The surface is again spherical, with a radius $R$ set by the volume. Caps are thus the shapes to consider at every size.

## (c) Energy of a cap with a free angle

*Write $G$ for a cap of radius $R$ that meets the substrate at an angle with cosine $x$, not yet determined.*

**Solution.** On the cap $r=R\sin\psi$, with $\psi$ running from $0$ to $\arccos x$. The free area is

$$A=\int 2\pi R\sin\psi\;R\,d\psi=2\pi R^2(1-x),$$

and the base area is $B=\pi R^2(1-x^2)$. A horizontal slice has thickness $R\sin\psi\,d\psi$, so with $u=\cos\psi$

$$V=\pi R^3\int\sin^3\psi\,d\psi=\pi R^3\int_x^1(1-u^2)\,du
=\frac{\pi R^3}{3}(2-3x+x^3).$$

The cubic factorizes as $2-3x+x^3=(2+x)(1-x)^2$.

Under the base, substrate–melt contact is replaced by substrate–solid contact. This changes the energy by $(\gamma_{ss}-\gamma_{sm})B=-m\gamma B$. Therefore $G=E-\Delta g\,V$, with the surface cost

$$E=\gamma(A-mB)=\pi R^2\gamma\,(1-x)\,[\,2-m(1+x)\,].$$

## (d) The contact angle

*Which angle minimizes the surface cost at fixed volume?*

**Solution.** At fixed $V$ the radius depends on $x$. From $3\ln R+\ln(2+x)+2\ln(1-x)=\text{const}$,

$$2\frac{d\ln R}{dx}=-\frac23\left[\frac1{2+x}-\frac2{1-x}\right]
=\frac{2(1+x)}{(2+x)(1-x)} .$$

With $D=2-m(1+x)$, the cost changes as

$$\frac{d\ln E}{dx}=\frac{2(1+x)}{(2+x)(1-x)}-\frac1{1-x}-\frac mD .$$

The last two terms combine to $-[D+m(1-x)]/[(1-x)D]=-2(1-mx)/[(1-x)D]$. Over a common denominator,

$$\frac{d\ln E}{dx}=\frac{2\left[(1+x)(2-m-mx)-(1-mx)(2+x)\right]}{(1-x)(2+x)D}.$$

The two products in the bracket are $2+2x-m-2mx-mx^2$ and $2+x-2mx-mx^2$. Their difference is $x-m$, so

$$\frac{d\ln E}{dx}=\frac{2(x-m)}{(1-x)(2+x)D}.$$

For $|x|<1$ and $|m|<1$ every factor in the denominator is positive. The cost falls for $x<m$ and rises for $x>m$, so the single minimum is

$$\cos\theta=m,\qquad\text{or}\qquad \gamma_{sm}=\gamma_{ss}+\gamma\cos\theta .$$

This is Young's equation, obtained here from the energy. Multiplying by $E=\pi R^2\gamma(1-x)D$ gives $dE/dx=2\pi R^2\gamma\,(x-m)/(2+x)$, which holds for any $m$, also where $D$ changes sign. If $m\ge1$, the cost falls all the way to $x\to1$: the solid spreads as a film and there is no cap. If $m\le-1$, it falls towards $x\to-1$ and the nucleus detaches.

## (e) The barrier on the substrate

*Find the barrier, and state what fraction of the bulk barrier the substrate removes.*

**Solution.** Set $x=m=\cos\theta$ in $E$. Since $2-m-m^2=(2+m)(1-m)$,

$$E=\pi R^2\gamma(2+m)(1-m)^2,\qquad V=\frac{\pi R^3}{3}(2+m)(1-m)^2 .$$

Both are the values of a full sphere times the same number:

$$f(\theta)=\frac{(2+\cos\theta)(1-\cos\theta)^2}{4},\qquad
G_{\rm cap}(R)=f(\theta)\,G_{\rm sph}(R).$$

This holds for every $R$, not just at the top of the barrier. Because $f$ does not depend on $R$, the maximum stays at $R^*=2\gamma/\Delta g$, and

$$\boxed{W_{\rm het}=f(\theta)\,\frac{16\pi\gamma^3}{3\,\Delta g^2}}$$

The barrier is multiplied by $f$. The fraction removed is $1-f$. The critical cap is as strongly curved as the critical sphere, but it holds the fraction $f$ of its volume, so fewer atoms have to come together.

*Limits.* At $\theta=180^\circ$, $f=1$ and the substrate gives no help. At $90^\circ$ the nucleus is a hemisphere, its base costs nothing since $m=0$, and $f=1/2$. For small $\theta$, $1-\cos\theta\approx\theta^2/2$ gives $f\approx3\theta^4/16$. The barrier then vanishes, but the cap becomes thinner than an atomic layer first, and the continuum picture fails. In between, $df/d\theta=\tfrac34\sin^3\theta>0$, so $f$ rises steadily.

*Numerical test.* Cut spheroids were given a free aspect ratio and a free cut. Their surface cost was minimized at fixed volume, and the energy was then maximized over volume. The barrier ratios came out as 0.037850, 0.156250, 0.500000 and 0.843750 for $m=\cos\theta$ with $\theta=40^\circ,60^\circ,90^\circ,120^\circ$. They agree with $f$ in all digits shown.

## (f) Numbers for a solder joint

*Take $T_m=500$ K, $L=4\times10^8$ J/m³, $\gamma=0.06$ J/m², $\Delta T=25$ K and $\theta=40^\circ$. Find the critical nucleus and both barriers. Then estimate the undercooling at which a joint of edge 100 µm, held for 1 s, is expected to form one nucleus. Use an atomic spacing of 0.3 nm and $10^{11}$ attempts per second at each site.*

**Solution.** These are round values in the rough regime of a tin-rich solder. The driving force and radius are

$$\Delta g=\frac{4\times10^8\times25}{500}=2\times10^7\ \text{J/m}^3,\qquad
R^*=\frac{2\times0.06}{2\times10^7}\ \text{m}=6.0\ \text{nm}.$$

With $\cos\theta=0.766$, $f=2.766\times0.234^2/4\approx0.0379$, so the substrate removes about 96 % of the barrier. With $kT=0.0409$ eV at 475 K,

$$W_{\rm hom}=56.5\ \text{eV}=1380\,kT,\qquad
W_{\rm het}=0.0379\times56.5\ \text{eV}=2.14\ \text{eV}=52\,kT .$$

The cap is $6.0\,(1-0.766)=1.4$ nm high, or 4.7 atomic spacings, and its base is 7.7 nm across. Its volume of 34.2 nm³ holds about $34.2/0.3^3\approx1270$ atoms.

For the waiting time, let $N$ be the number of sites times attempts per site. The expected number of nuclei is roughly $N e^{-W/kT}$, which equals one when $W/kT=\ln N$. This estimate omits the finer kinetic prefactors. The pad has $(100\ \text{µm}/0.3\ \text{nm})^2$ sites and $\ln N=50.8$. The bulk has the cube of that length ratio and $\ln N=63.5$. Solving with $\Delta g$ and $T$ both depending on $\Delta T$ gives

$$\Delta T_{\rm pad}=25\ \text{K},\qquad \Delta T_{\rm bulk}=133\ \text{K}.$$

The ratio can be traced. Since $W/kT\propto f/(\Delta T^2\,T)$, with $f=1$ in the bulk,

$$\frac{\Delta T_{\rm pad}}{\Delta T_{\rm bulk}}=\sqrt{f\;\frac{63.5}{50.8}\;\frac{T_{\rm bulk}}{T_{\rm pad}}}
\approx\sqrt{0.0379\times1.25\times0.774}\approx0.19 .$$

The wetting factor does most of the work. The differences in site count and temperature nearly cancel.

## (g) How far can the numbers be trusted?

*Size the effects of line tension, of a curvature-dependent or direction-dependent $\gamma$, and of unequal heat capacities.*

**Solution.** Add a small term $\epsilon G_1$ to the energy, and let $q$ stand for $(R,x)$ at the shifted saddle. Then

$$\frac{dW}{d\epsilon}=\frac{\partial G}{\partial q}\cdot\frac{dq}{d\epsilon}+G_1=G_1 ,$$

because $\partial G/\partial q=0$ at the saddle. To first order, the barrier shifts by the added energy taken at the old saddle.

*Line tension.* An energy $\tau$ per length of the rim adds $2\pi R^*\sin\theta\,\tau$. Divided by $W_{\rm het}=\tfrac{4\pi}{3}\gamma R^{*2}f$, this gives

$$\frac{\delta W}{W_{\rm het}}=\frac{3\sin\theta}{2f}\,\frac{\tau}{\gamma R^*}.$$

For $\tau=\pm10^{-12}$ N the shift is $\pm7$ %. A dimensional estimate, $\gamma$ times the atomic spacing, gives $1.8\times10^{-11}$ N and a first-order shift of 127 %, too large for first order to be trusted. Solving for the shifted saddle with positive $\tau$ multiplies the barrier by 2.35, to about $123\,kT$. One nucleus per second would then no longer be expected at 25 K.

*Curvature.* Replace $\gamma$ on the free surface by $\gamma(1-2\delta/R)$ with $\delta=0.1$ nm, keeping $\gamma_{sm}-\gamma_{ss}$ fixed. With the shape held to caps, the barrier falls to 0.69 of its value. The sign of $\delta$ is an assumption here; the first-order shift is linear in $\delta$, so $\delta=-0.1$ nm raises the barrier by about as much.

*Direction dependence.* As a stand-in, lower $\gamma$ on the whole free surface by 2 %, again with the substrate energies fixed. The barrier falls to 0.82. At fixed angle the factor would be $0.98^3=0.94$. The rest comes from the angle, since $\cos\theta$ rises as $\gamma$ falls. This shows how sensitive the barrier is to $\gamma$, not the effect of a real anisotropy. A truly anisotropic crystal departs from the spherical shape, and its first-order shift is the change of $\gamma$ averaged over the directions exposed on the cap, which can have either sign depending on the crystal's orientation on the pad.

*Heat capacity.* If the liquid's heat capacity per volume exceeds the solid's by $\Delta c$, then $\Delta s=L/T_m-\Delta c\ln(T_m/T)$. Integrating $\Delta s$ from $T$ to $T_m$ lowers $\Delta g$ by about $\Delta c\,\Delta T^2/(2T_m)$. For $\Delta c=10^5$ J/(m³ K) and 25 K this is $6\times10^4$ J/m³, or 0.3 % of $\Delta g$. It raises the barrier by 0.6 %, and by 4 % at the bulk undercooling.

*The angle itself.* From $df/d\theta=\tfrac34\sin^3\theta$, one degree at $40^\circ$ changes $f$ by about 9 %.

*The real joint.* Tin-rich solder joints commonly undercool by some tens of kelvin, with scatter from joint to joint. The 25 K found here lies in that range, but this does not confirm the model, because $\theta=40^\circ$ was chosen and not measured. A real pad is not inert: copper dissolves and forms intermetallic compounds, so the substrate energies belong to a reacted surface. Nor is it likely to be smooth everywhere, and a flat patch the size of the 7.7 nm base is not enough. A cap pinned at the edge of a patch of radius $a$ reaches its smallest radius of curvature, $a$, as a hemisphere, so for $a<R^*$ it can meet a second, higher barrier. If the surroundings wet poorly, the flat patch must be up to $2R^*=12$ nm across. Reaction and roughness are not sized here. Of the effects that were sized, the curvature term shifts the barrier by about 31 % and a 2 % change in $\gamma$ by nearly 20 %, downward for the signs chosen and upward for the opposite ones, while the heat capacity hardly matters at 25 K. A line tension as large as the dimensional estimate would more than double the barrier if positive. If negative, its first-order shift exceeds the barrier itself, so the estimate then gives no reliable barrier. The factor $f(\theta)$ is exact for the stated model; the absolute barrier and undercooling are estimates. The numerical output lists the values used.

## Calculated quantities

```
Angle (deg), factor f, barrier ratio from shape search
   40  0.037850  0.037850
   60  0.156250  0.156250
   90  0.500000  0.500000
  120  0.843750  0.843750
Inputs: round values, rough regime of tin-rich solder
melting temperature: 500 K
latent heat: 4.0e+08 J/m^3
solid-melt energy gamma: 0.060 J/m^2
undercooling: 25 K
contact angle: 40 deg
atomic spacing: 0.3 nm
joint edge: 100 um
attempt rate per site: 1e+11 1/s
waiting time: 1 s
Results
temperature: 475 K
cos theta: 0.7660
substrate energy gain: 0.0460 J/m^2
driving force: 2.00e+07 J/m^3
critical radius: 6.00 nm
factor f: 0.03785
fraction of barrier removed: 0.96215
homogeneous barrier: 56.47 eV
homogeneous barrier: 1380 kT
cap barrier: 2.137 eV
cap barrier: 52.2 kT
thermal energy kT: 0.04093 eV
cap height: 1.40 nm
cap height in spacings: 4.7
cap base diameter: 7.71 nm
cap volume: 34.2 nm^3
atoms in cap: 1268
log of attempts, bulk: 63.5
log of attempts, pad: 50.8
undercooling for one nucleus, bulk: 132.5 K
undercooling for one nucleus, pad: 25.4 K
Neglected effects on the cap barrier
small line tension: 1.0e-12 N
  first-order shift, either sign: 7.1 %
line tension gamma*spacing: 1.8e-11 N
  first-order shift, either sign: 127 %
  full barrier ratio, positive sign: 2.35
Tolman length: 0.1 nm
  full barrier ratio: 0.691
gamma of free surface down 2 %, ratio: 0.824
heat-capacity difference: 1e+05 J/(m^3 K)
  barrier ratio at example undercooling: 1.0064
  barrier ratio at bulk undercooling: 1.0375
```
